# Geometric Line Decay in a Resonantly Modulated Electro-Optic Ring Comb, part 2

A laser feeds a single-mode ring of length $L$ through one coupler to a bus waveguide. Electrodes modulate the ring at its mode spacing $\Omega=2\pi/T$, where $T$ is the round-trip time, and a comb of lines $m=0,\pm1,\pm2,\dots$ results. The question is how the lines decay with $|m|$.

Fields vary as $e^{-i\omega t}$, and all rates are angular. The energy loss rate is $\kappa=\omega/Q$, with $Q$ the loaded quality factor; $\kappa_e$ is the coupler's share. The laser detuning from mode 0 is $\Delta$. The energy in line $m$ is $|a_m|^2$, and the input power is $|s|^2=P_{\rm in}$.

Two electrode arms of length $\ell$, centred at $L/4$ and $3L/4$, act with opposite signs. For uniform voltage along each arm, peak index change $\Delta n$ and wavelength $\lambda$, the peak phase per loop is
$$\beta=\frac{2\pi}{\lambda}\,\Delta n\,2\ell\,\frac{\sin x}{x},\qquad x=\frac{\pi\ell}{L}.$$

The field envelope $E(\tau)=\sum_m A_m e^{-im\Omega\tau}$, with $a_m=\sqrt T\,A_m$, is recorded just after the coupler, at time $\tau$ within the microwave period. One loop gives
$$E_{\rm new}(\tau)=e^{-\kappa T/2+i\Delta T-i\beta\cos\Omega\tau}E_{\rm old}(\tau)+F ,$$
where the constant $F$ is the light injected by the coupler. The mean-field approximation replaces the exponential by one plus its exponent. It leads to nearest-mode coupling at the rate $g=\beta/(2T)$ and, at $\Delta=0$, to the steady state
$$a_m=a_0(-i)^{|m|}e^{-\alpha|m|},\qquad \sinh\alpha=\frac{\kappa}{4g},\qquad a_0=\frac{\sqrt{\kappa_e}\,s}{2g\cosh\alpha}.$$
With detuning, the mean-field exponent is
$$\alpha={\rm Re}\,\operatorname{arcsinh}\frac{\kappa/2+i\Delta}{2g}. \tag{6}$$
Waves can travel along the ladder of modes only for detunings between the band edges $-2g$ and $2g$.

**Q:** My main objection is the mean-field step. You replaced $e^{-i\beta\cos\Omega\tau}$ by $1-i\beta\cos\Omega\tau$. A useful comb may have $\beta$ near 1, where that is a poor approximation.

**A:** It can be removed. At $\Delta=0$, put $\vartheta=\Omega\tau$, $l=\kappa T/2$ and $w=l+i\beta\cos\vartheta$. The full loop relation is $E_{\rm new}=e^{-w}E_{\rm old}+F$. Repeated loops add up the series $1+e^{-w}+e^{-2w}+\dots$, which converges because $l>0$. The steady field just after the coupler is
$$\frac{E}{F}=\frac{1}{1-e^{-w}},\qquad c_m=\frac{1}{2\pi}\int_{-\pi}^{\pi}\frac{e^{im\vartheta}}{1-e^{-w}}\,d\vartheta, \tag{7}$$
where $c_m$ is the amplitude of line $m$ in units of $F$. The mean-field result is (7) with $1/w$ in place of $1/(1-e^{-w})$.

For $m>0$, shift the integration path upward into complex $\vartheta$, where $e^{im\vartheta}$ shrinks. The two vertical sides cancel because the integrand has period $2\pi$. The path is held up by poles, where $w=2\pi in$ with integer $n$, that is,
$$\cos\vartheta=\frac{2\pi n+il}{\beta}.$$
Write a pole as $\vartheta=u+i\eta$ with $\eta>0$. Since $\cos\vartheta=\cos u\cosh\eta-i\sin u\sinh\eta$,
$$\cos u\cosh\eta=\frac{2\pi n}{\beta},\qquad -\sin u\,\sinh\eta=\frac{l}{\beta}.$$
For $n=0$ we need $\cos u=0$, hence $u=-\pi/2$ and $\sinh\eta=l/\beta$. For $n\neq0$ we have $|\sin u|<1$, so $\sinh\eta$ is larger. The pole $n=0$ is thus the lowest, whatever the value of $\beta$, and it sets the decay of distant lines:
$$\sinh\alpha=\frac{l}{\beta}=\frac{\kappa T}{2\beta}=\frac{\kappa}{4g}.$$
The exponent is the one already found, now as the large-$|m|$ behaviour of the full loop relation.

**Q:** And the size of the lines, not just their slope?

**A:** Near that pole, $1-e^{-w}\approx w$, and $dw/d\vartheta=-i\beta\sin\vartheta=i\beta\cosh\alpha$, since $\sin(-\pi/2+i\alpha)=-\cosh\alpha$. The residue theorem gives the contribution
$$c_m\to\frac{2\pi i}{2\pi}\,\frac{e^{im(-\pi/2+i\alpha)}}{i\beta\cosh\alpha}=\frac{(-i)^me^{-\alpha m}}{\beta\cosh\alpha},$$
which is the mean-field amplitude as well. The other poles add terms that die faster with $m$. For $\beta$ well below $2\pi$ they die within a few lines. For $\beta>2\pi$ and low loss the poles $n=\pm1$ lie at a height comparable to $\alpha$, and the geometric law sets in only far out: with $l=0.061$ and $\beta=8$, line 100 still has 0.46 of the mean-field amplitude.

This was tested outside the mean-field range by circulating a field loop after loop with $\beta=3.0$ rad and $\kappa T/2=0.8$. The slope between lines 12 and 20 gave $\alpha=0.2636$, and $\operatorname{arcsinh}(0.8/3.0)$ is 0.2636.

**Q:** So the mean-field error must sit in the first few lines. How large is it?

**A:** It does for $\beta$ well below $2\pi$. Expand for $|w|<2\pi$. From $1-e^{-w}=w(1-w/2+w^2/6-\dots)$,
$$\frac{1}{1-e^{-w}}=\frac1w+\frac12+\frac{w}{12}+\dots$$
After the constant $\frac12$ is subtracted, the left side equals $\frac12\coth(w/2)$, which is odd, so the next term is cubic.

The constant $\frac12$ affects the pump line alone. It appears because the field just after the coupler includes the newly injected light, while the part that returns through the coupler from the ring does not. Subtracting the injected light changes $+\frac12$ to $-\frac12$, so the mean of the two values has no such term.

The term $w/12$ contains $i\beta\cos\vartheta/12$, which adds $i\beta/24$ to line 1. The mean-field value there is $-ie^{-\alpha}/(\beta\cosh\alpha)$, of opposite sign. To leading order for small $\beta$ and $l$, line 1 is therefore lowered by the relative amount $(\beta^2/24)e^{\alpha}\cosh\alpha$, close to $\beta^2/24$ when $\alpha$ is small.

**Q:** Let me see a ring with numbers.

**A:** Take round parameters in the rough range of a thin-film lithium niobate racetrack: wavelength 1550 nm, mode spacing 10 GHz, $Q=10^6$ and $\kappa_e=\kappa/2$. The material matters because its index responds linearly to a field $\mathcal E$. This Pockels effect changes $1/n^2$ by $r\mathcal E$. Since $d(1/n^2)=-2\,dn/n^3$, the index change has magnitude $\frac12n^3r\mathcal E$, reduced by the overlap $\Gamma$ of the light with the field.

A peak of 1.5 V across 5 µm gives $\mathcal E=3.0\times10^5$ V/m. With $n=2.14$, $r=30$ pm/V and $\Gamma=0.70$,
$$\Delta n=\tfrac12(2.14)^3(30\times10^{-12})(0.70)(3.0\times10^5)=3.09\times10^{-5}.$$
The arms are 5.0 mm long in a ring of 13.63 mm, so $\sin x/x=0.793$. Then
$$\beta=\frac{2\pi}{1.55\times10^{-6}}\,(3.09\times10^{-5})(0.010)(0.793)=0.992\ \text{rad}.$$
With $T=100$ ps, $g=0.992/(2\times10^{-10})=4.96\times10^9$ rad/s. The loss rate is $\kappa=\omega/Q=1.215\times10^9$ rad/s. Hence
$$\frac{\kappa}{4g}=\frac{1.215\times10^9}{4(4.96\times10^9)}=0.0612,\qquad \alpha=0.0612 .$$
In decibels the line power falls by $20\log_{10}(e)\,\alpha=8.686\times0.0612=0.532$ dB per line. The lines are 0.0801 nm apart, so the slope is 6.6 dB/nm.

**Q:** Does the circulating field confirm this at $\beta\approx1$?

**A:** Its slope between lines 10 and 50 gives $\alpha=0.0612$. Line 1 has 0.956 of the mean-field amplitude, and the formula above gives $1-0.044=0.956$. Line 2 differs from the mean-field value by less than 0.01 %. The pump line is 1.50 times the mean-field value just after the coupler. The part that returns through the coupler is 0.51 times it, and the mean is 1.005.

In time, the intensity is largest where $|1-e^{-w}|$ is smallest. For $\beta<\pi$ this happens at $\cos\vartheta=0$, twice per microwave period, when the modulated resonance sweeps across the laser. The calculated field has two pulses per period.

**Q:** A detector sees the bus, not the ring. How strong are the lines there?

**A:** For $m\neq0$ there is no direct laser light, and the power leaving is $\kappa_e|a_m|^2$. Using $a_0$,
$$\frac{P_m}{P_{\rm in}}=\left(\frac{\kappa_e}{2g\cosh\alpha}\right)^2e^{-2\alpha|m|}. \tag{8}$$
The pump line is excluded because transmitted laser light interferes with it. Here the bracket is 0.0611. Line 10 is at $-29.6$ dB of the input and line 50 at $-50.9$ dB, by (8) and by the circulating field alike. Line 1 is at $-24.8$ dB by (8) and $-25.2$ dB by the full field, which is the lowering just explained.

Summing (8) over both sides gives the conversion
$$\eta=2\left(\frac{\kappa_e}{2g\cosh\alpha}\right)^2\frac{1}{e^{2\alpha}-1}.$$
The formula gives 5.74 % and the full field 5.68 %.

**Q:** Then I raise the voltage, and everything improves?

**A:** The slope does, but the total does not in this regime. For $g\gg\kappa$ we have $e^{2\alpha}-1\approx\kappa/(2g)$, and $\eta\approx\kappa_e^2/(g\kappa)$. With $\kappa$, $\kappa_e$ and a resonant laser held fixed, a larger $g$ gives a flatter comb with less total power in the new lines. The resonance sweeps past the laser faster and accepts its light for a smaller part of each period. This trend holds only while $\beta$ stays below about 5 rad. As $\beta$ approaches $2\pi$, the peak phase brings the neighbouring resonances to the laser, which the mean-field equations leave out. By the full loop relation (7), the conversion of this ring falls to about 1.2 % near $\beta=5.4$ and then rises to about 10 % at $\beta=6.3$, a drive of about 9.5 V.

**Q:** Which neglected effect would hurt this ring most?

**A:** Of those estimated, temperature, if the laser is not locked to the ring. A thermo-optic coefficient of roughly $3\times10^{-5}$ per K moves the resonance by $\omega(dn/dT)/n_g$, with group index $n_g=2.2$. That is 2.6 GHz/K, towards lower frequency. Thermal expansion of the ring is left out here; it would add to the shift. A drift of 0.60 K brings the laser to the band edge $2g$. After 1 K, equation (6) gives $\alpha=1.10$ instead of 0.061, and little of the comb is left. A residual drift of 0.01 K changes lines $\pm40$ by only 0.002 dB.

The others are small here:

- Dispersion of roughly 100 ps²/km changes lines $\pm40$ by less than 0.0001 dB. It would bring the local detuning to $2g$ near line 607, far beyond the visible comb.
- A microwave mismatch of 1 MHz changes the powers of lines $\pm40$ by about 0.001 dB. Their phases were not compared.
- At 1 mW input the peak power in the ring is 17 mW. The Kerr phase per loop is then about 0.3 % of $\kappa T/2$.
- The electrode field is 0.003 MV/cm, a tenth of the rough 0.03 MV/cm at which centimetre gaps of air break down. A 5 µm gap withstands a much higher field and needs hundreds of volts, so 1.5 V is far from breakdown.

**Q:** How does this stand beside a real device?

**A:** A spacing near 10 GHz and a loaded $Q$ near a million are realistic for thin-film lithium niobate. The drive of 1.5 V is modest, and 6.6 dB/nm is steep: broad combs of this type have slopes of roughly 1 dB/nm, which calls for a larger product $\beta Q$. One assumption that is plainly broken is the uniform voltage along each arm, since a 10 GHz wave varies over millimetres. For illustration, let the microwave wavelength on the electrode equal the ring length, and let the voltage be a standing wave with its 1.5 V peak at the centre of each arm. The integral of a cosine along each arm, which gave $\beta$, becomes that of a squared cosine, and $\beta$ is multiplied by
$$\frac{\frac12\left(1+\frac{\sin2x}{2x}\right)}{\frac{\sin x}{x}}=\frac{0.661}{0.793}=0.83 .$$
At fixed $\kappa$ this raises $\alpha$ by about 20 %, to 0.073, and the slope to about 8 dB/nm. Photorefractive drift, crossings with other mode families and a loss that varies with wavelength are also left out. The last acts directly: at low loss, 10 % more $\kappa$ means 10 % more $\alpha$. The remaining values are in the numerical output.

## Calculated quantities

```
wavelength: 1550 nm
mode spacing = drive frequency: 10.0 GHz
loaded quality factor: 1.00e+06
group index, refractive index: 2.20, 2.14
Pockels coefficient (rough): 30 pm/V
field overlap: 0.70
peak voltage: 1.50 V; gap: 5.0 um
length of each electrode arm: 5.0 mm
ring length: 13.63 mm
round-trip time: 100.0 ps
peak index change: 3.087e-05
transit factor sin(x)/x: 0.7928
phase per round trip beta: 0.9921 rad
energy loss rate kappa: 1.2153e+09 rad/s
kappa/(2 pi): 193.4 MHz
external loss rate kappa_e: 6.0763e+08 rad/s
coupling rate g: 4.9606e+09 rad/s
g/(2 pi): 789.5 MHz
kappa/(4 g): 0.061246
alpha from arcsinh law: 0.061208 per line
alpha from circulating field: 0.061208 per line
amplitude ratio of neighbours: 0.94063
power slope: 0.5316 dB per line
line spacing in wavelength: 0.08014 nm
power slope: 6.634 dB/nm
pump line/model after coupler: 1.5021
pump line/model before coupler: 0.5082
pump line/model, mean field: 1.0052
line 1/model amplitude: 0.9558
line 2/model amplitude: 0.99993
pulses per microwave period: 2
output line 1, circulation and law: -25.20, -24.81 dB of input
output line 2, circulation and law: -25.34, -25.34 dB of input
output line 10, circulation and law: -29.59, -29.59 dB of input
output line 50, circulation and law: -50.86, -50.86 dB of input
conversion, circulation: 5.684 %
conversion, law: 5.739 %
strong test: beta 3.0 rad, kappa T/2 0.8
strong test alpha, field and law: 0.263603, 0.263603
alpha at detuning g: 0.070603 per line
group-velocity dispersion (rough): 100 ps^2/km
dispersion: change of lines +-40: 0.00000 dB
line where dispersion detuning = 2g: 607
1 MHz drive mismatch, lines +-40: 0.00088 dB
thermo-optic coefficient (rough): 3.0e-05 per K
thermal resonance drift: 2.637 GHz/K
0.01 K drift: change of lines +-40: 0.00175 dB
drift that reaches band edge 2g: 0.599 K
alpha after 1 K drift, laser unlocked: 1.1027
input power: 1.0 mW; peak in ring: 16.96 mW
Kerr index (rough): 1.8e-19 m^2/W; area: 1.0 um^2
peak Kerr phase / (kappa T/2): 0.00278
peak electrode field: 0.0030 MV/cm
field / rough air breakdown 0.03 MV/cm: 0.100
```
